# Optical Deformation-Potential Scattering in Two Dimensions: Absorption and Threshold-Limited Emission, part 1

(Sections cited here and not found follow in the second part.)

## I. From the lattice displacement to the two scattering rates

### An electron at rest

Consider one electron at the bottom of a parabolic band in a two-dimensional layer. It has wavevector zero and energy zero. The layer vibrates in an optical mode whose quanta all have the same energy \(\omega\). Hartree atomic units are used throughout, so \(\hbar=1\), and a frequency and the energy of its quantum are the same number.

The electron may exchange one quantum with the lattice. To emit one it would have to end at energy \(-\omega\), below the band edge, where there is no state. To absorb one it must end at energy \(+\omega\), and every wavevector on the circle

\[
|\mathbf k'|=\sqrt{2m\omega}
\tag{1}
\]

qualifies, where \(m\) is the band mass. An electron at rest can therefore absorb but not emit.

The absorption rate needs the density of final states. In a layer of area \(A\) with periodic boundary conditions, the allowed wavevectors have density \(A/(2\pi)^2\) in the \(\mathbf k\) plane. The number of states of one spin with energy below \(E'\) is the area of a disc of radius \(k'=\sqrt{2mE'}\) times this density:

\[
\mathcal N(E')=\frac{A}{(2\pi)^2}\,\pi k'^2
=\frac{A}{4\pi}\,2mE'=\frac{AmE'}{2\pi}.
\tag{2}
\]

Its derivative divided by \(A\) is the density of states per spin and area,

\[
g(E')=\frac{m}{2\pi}\,\Theta(E'),
\tag{3}
\]

where \(\Theta\) is one for positive argument and zero for negative argument. Above the band edge it does not depend on energy. If all the final states are reached with the same squared matrix element \(|M|^2\), the golden rule, derived below, gives the rate

\[
2\pi|M|^2\,A\,g(\omega)=mA|M|^2 .
\tag{4}
\]

An electron that starts with energy \(E\) reaches \(E+\omega\) by absorption and \(E-\omega\) by emission. Since \(g\) is flat, absorption proceeds at the same rate for every \(E\), while emission is absent until \(E\) exceeds \(\omega\) and then has its full rate at once. What remains is to find \(|M|^2\) for each process, to derive the rule that leads from matrix elements to rates, and to see what happens near the threshold.

### The coupling and its normalization

The electron has energy \(E=k^2/2m\), measured from the band edge. The optical displacement is described by a real field \(u(\mathbf r)\), and the coupling is

\[
H'=D_0\,u(\mathbf r).
\tag{5}
\]

The constant \(D_0\) is an energy per length. "Zero-order" means that the coupling is replaced by its value at zero phonon wavevector, the first term of an expansion in that wavevector. An optical vibration can shift the band energy even when all cells move alike, because atoms within a cell move against each other. A uniform acoustic displacement merely translates the crystal and cannot do this. Symmetry may nevertheless make \(D_0\) vanish for a particular mode and band, and then the present result does not apply to that mode. The long-range electric field of a polar vibration is also outside this model, since its coupling depends on wavevector.

The number \(D_0\) has meaning only together with a normalization of \(u\). Here \(u\) is scaled so that the vibrational energy is

\[
H_{\rm ph}=\int d^2r\left[\frac{\pi(\mathbf r)^2}{2\rho}
+\frac{\rho\omega^2u(\mathbf r)^2}{2}\right],
\qquad \pi=\rho\,\dot u ,
\tag{6}
\]

with \(\rho\) the total mass per area. There is no gradient term, so the mode has no dispersion.

A coupling may instead be stated for the relative displacement \(s=s_a-s_b\) of two atoms in the cell. Let their masses per area be \(\rho_a\) and \(\rho_b\), with \(\rho=\rho_a+\rho_b\). In the long-wavelength optical motion the centre of mass is at rest, \(\rho_as_a+\rho_bs_b=0\), which gives \(s_a=\rho_bs/\rho\) and \(s_b=-\rho_as/\rho\). The kinetic energy per area is then

\[
\frac{\rho_a\dot s_a^2+\rho_b\dot s_b^2}{2}
=\frac{\rho_a\rho_b^2+\rho_b\rho_a^2}{2\rho^2}\,\dot s^2
=\frac{\rho_r\dot s^2}{2},\qquad
\rho_r=\frac{\rho_a\rho_b}{\rho_a+\rho_b}.
\tag{7}
\]

Equating this to \(\rho\dot u^2/2\) gives \(u=s\sqrt{\rho_r/\rho}\). If the coupling is written \(D_ss=D_0u\), then \(D_0=D_s\sqrt{\rho/\rho_r}\), and

\[
\frac{D_0^2}{\rho}=\frac{D_s^2}{\rho_r}.
\tag{8}
\]

The rate will contain \(D_0\) and \(\rho\) only in this ratio, so both descriptions give the same physics. Combining \(D_s\) with the total density \(\rho\) would give a wrong rate. A test with the eigenvector of a two-atom dynamical matrix confirms that the reduced mass governs the quantum amplitude of \(s\).

### Quantized displacement

Expand the field and its momentum density in plane waves:

\[
u(\mathbf r)=\frac1{\sqrt A}\sum_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},
\qquad
\pi(\mathbf r)=\frac1{\sqrt A}\sum_{\mathbf q}\Pi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.
\tag{9}
\]

Introduce operators with \([a_{\mathbf q},a^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}\) through

\[
Q_{\mathbf q}=\frac{a_{\mathbf q}+a^\dagger_{-\mathbf q}}{\sqrt{2\rho\omega}},
\qquad
\Pi_{\mathbf q}=-i\sqrt{\frac{\rho\omega}{2}}
\left(a_{\mathbf q}-a^\dagger_{-\mathbf q}\right).
\tag{10}
\]

The index \(-\mathbf q\) on the creation operator makes \(Q_{\mathbf q}^\dagger=Q_{-\mathbf q}\), as a real displacement requires. The canonical commutator fixes the product of the two prefactors. Their ratio is chosen so that terms with two annihilators or two creators cancel in the energy, as shown below. The product of the two square roots is \(1/2\), so

\[
[Q_{\mathbf q},\Pi_{\mathbf q'}]
=-\frac i2\left(-[a_{\mathbf q},a^\dagger_{-\mathbf q'}]
+[a^\dagger_{-\mathbf q},a_{\mathbf q'}]\right)
=-\frac i2(-1-1)\,\delta_{\mathbf q',-\mathbf q}
=i\,\delta_{\mathbf q',-\mathbf q}.
\tag{11}
\]

Inserted in (9), this gives \([u(\mathbf r),\pi(\mathbf r')]=iA^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=i\delta(\mathbf r-\mathbf r')\), as it should.

The energy confirms that the operators count quanta. Integration over \(\mathbf r\) in (6) pairs \(\mathbf q\) with \(-\mathbf q\). The two parts for one \(\mathbf q\) are

\[
\frac{\Pi_{\mathbf q}\Pi_{-\mathbf q}}{2\rho}
=-\frac\omega4\left(a_{\mathbf q}a_{-\mathbf q}-a_{\mathbf q}a^\dagger_{\mathbf q}
-a^\dagger_{-\mathbf q}a_{-\mathbf q}+a^\dagger_{-\mathbf q}a^\dagger_{\mathbf q}\right),
\]

\[
\frac{\rho\omega^2Q_{\mathbf q}Q_{-\mathbf q}}2
=\frac\omega4\left(a_{\mathbf q}a_{-\mathbf q}+a_{\mathbf q}a^\dagger_{\mathbf q}
+a^\dagger_{-\mathbf q}a_{-\mathbf q}+a^\dagger_{-\mathbf q}a^\dagger_{\mathbf q}\right).
\]

In the sum the terms with two annihilators or two creators cancel. Relabelling \(-\mathbf q\) as \(\mathbf q\) in the last surviving term and using \(aa^\dagger=a^\dagger a+1\) gives

\[
H_{\rm ph}=\sum_{\mathbf q}\omega\left(a^\dagger_{\mathbf q}a_{\mathbf q}+\tfrac12\right).
\tag{12}
\]

From (5), (9) and (10), the coupling is

\[
H'=\frac{D_0}{\sqrt{2\rho A\omega}}\sum_{\mathbf q}
\left(a_{\mathbf q}+a^\dagger_{-\mathbf q}\right)e^{i\mathbf q\cdot\mathbf r}.
\tag{13}
\]

### Matrix elements for absorption and emission

The electron states are envelope plane waves \(e^{i\mathbf k\cdot\mathbf r}/\sqrt A\); the effect of the cell-periodic part is contained in \(D_0\). Their orthogonality gives

\[
\langle\mathbf k'|e^{i\mathbf q\cdot\mathbf r}|\mathbf k\rangle
=\delta_{\mathbf k',\mathbf k+\mathbf q}.
\tag{14}
\]

For each final \(\mathbf k'\), one value \(\mathbf q=\mathbf k'-\mathbf k\) contributes. The operator \(a_{\mathbf q}\) removes a phonon of wavevector \(\mathbf k'-\mathbf k\), while \(a^\dagger_{-\mathbf q}\) creates one of wavevector \(\mathbf k-\mathbf k'\). Total wavevector is conserved in both cases. The coupling contains no spin operator, so the spin is conserved too.

If the phonon mode concerned holds \(n\) quanta, then \(a|n\rangle=\sqrt n\,|n-1\rangle\) and \(a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\). The squared matrix elements are therefore proportional to \(n\) for absorption and to \(n+1\) for emission. They must be averaged over the thermal distribution of \(n\). With \(x=\omega/kT\), where \(k\) in the product \(kT\) is Boltzmann's constant, the partition function is \(Z=\sum_ne^{-nx}=1/(1-e^{-x})\), and the mean number is

\[
N=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})
=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.
\tag{15}
\]

The averaged squares are

\[
|M_{\rm abs}|^2=\frac{D_0^2}{2\rho A\omega}\,N,
\qquad
|M_{\rm em}|^2=\frac{D_0^2}{2\rho A\omega}\,(N+1).
\tag{16}
\]

Neither depends on \(\mathbf k\) or \(\mathbf k'\). The extra one in emission remains at zero temperature: a lattice in its ground state can accept a quantum but has none to give. A test that builds the thermal average from oscillator wavefunctions on a grid reproduces the factors \(N\) and \(N+1\) to better than one part in a thousand.

### From matrix elements to a rate

Let the electron and lattice start in a state \(i\). To first order in \(H'\), the amplitude of a final state \(f\) in the interaction picture obeys \(i\dot c_f=M_{fi}e^{i\Delta t}\), where \(\Delta\) is the final total energy minus the initial one. For the two processes,

\[
\Delta_{\rm abs}=E'-(E+\omega),\qquad
\Delta_{\rm em}=E'-(E-\omega).
\tag{17}
\]

With \(c_f(0)=0\), integration gives

\[
c_f(t)=-iM_{fi}\,\frac{e^{i\Delta t}-1}{i\Delta}
=-iM_{fi}\,e^{i\Delta t/2}\,\frac{\sin(\Delta t/2)}{\Delta/2},
\tag{18}
\]

and hence the probability

\[
|c_f|^2=|M_{fi}|^2F_t(\Delta),\qquad
F_t(\Delta)=\left[\frac{\sin(\Delta t/2)}{\Delta/2}\right]^2 .
\tag{19}
\]

Final states with different \(\mathbf k'\), or with a phonon removed rather than added, are orthogonal, so their probabilities add. Let \(E_f\) stand for \(E+\omega\) or \(E-\omega\), the electron energy at which \(\Delta=0\). In a large layer the sum over \(\mathbf k'\) becomes an integral with density \(Am/2\pi\), starting at the band edge \(E'=0\), where \(\Delta=-E_f\):

\[
P(t)=|M|^2\,\frac{Am}{2\pi}\,J(t),\qquad
J(t)=\int_{-E_f}^{\infty}F_t(\Delta)\,d\Delta .
\tag{20}
\]

The full integral follows from \(y=\Delta t/2\), which gives \(F_t=t^2\sin^2y/y^2\) and \(d\Delta=2\,dy/t\):

\[
\int_{-\infty}^{\infty}F_t\,d\Delta
=2t\int_{-\infty}^{\infty}\frac{\sin^2y}{y^2}\,dy=2\pi t.
\tag{21}
\]

The last integral becomes \(\int\sin(2y)\,dy/y=\pi\) after one integration by parts, whose boundary terms vanish.

Suppose first that \(E_f>0\). The part missing from (20) lies at \(\Delta<-E_f\). There \(F_t\le4/\Delta^2\), so the missing part is at most \(4/E_f\) at all times, and its contribution to \(J/t\) vanishes at long times. If instead \(E_f<0\), the whole range of (20) has \(\Delta\ge|E_f|\), and the same bound gives \(J\le4/|E_f|\) at all times. Thus

\[
\lim_{t\to\infty}\frac{J(t)}t=2\pi\,\Theta(E_f),\qquad E_f\neq0.
\tag{22}
\]

This is the golden rule for a flat density of states that ends at a band edge. A real transition has a probability that grows in proportion to time. Below threshold the phonon-emitted states also acquire some probability, but it levels off instead of growing and so does not constitute a rate. Since \(F_t=2(1-\cos\Delta t)/\Delta^2\) and the cosine averages out at long times, \(J\) settles at \(2/|E_f|\). This lasting admixture is small for weak coupling well below threshold, and it increases as the threshold is approached.

### The two rates

Combining (20) and (22), a process has the rate \(|M|^2Am\,\Theta(E_f)\), in agreement with (4). The area cancels against the \(1/A\) in (16). For absorption \(E_f=E+\omega\) is positive for every band energy, and for emission \(E_f=E-\omega\). Hence

\[
W_{\rm abs}=W_0N,\qquad
W_{\rm em}(E)=W_0(N+1)\,\Theta(E-\omega),\qquad
W_0=\frac{mD_0^2}{2\rho\omega},
\tag{23}
\]

and the total scattering rate is

\[
\frac1{\tau(E)}=W_0\left[N+(N+1)\,\Theta(E-\omega)\right].
\tag{24}
\]

With \(\hbar\) restored, \(W_0=mD_0^2/(2\hbar^2\rho\omega)\), where \(\omega\) is an angular frequency. The units of \(D_0^2\) are \({\rm J^2\,m^{-2}}\), and those of \(\hbar^2\rho\omega\) are \({\rm J^2\,s^2\cdot kg\,m^{-2}\cdot s^{-1}}\). Multiplying their quotient by the mass leaves \({\rm s^{-1}}\).

Equation (24) holds to lowest order in the coupling, for equilibrium phonons, one final valley and empty final states. In a degenerate electron gas with Fermi function \(f_0\), the rate at which an electron leaves its state acquires, for each process, the probability that the final state is vacant. The rate at which an extra occupation of the state decays also includes the blocking of scattering into it, and has the factors \(N+f_0(E+\omega)\) and \(N+1-f_0(E-\omega)\) in place of \(N\) and \(N+1\); this is the rate that enters a mobility. In either case the two terms are no longer constants.

## II. Threshold, phonon wavevectors and mobility

### Symbols and results carried over

An electron of band mass \(m\) and energy \(E=k^2/2m\) couples with strength \(D_0\) to a dispersionless optical mode of energy \(\omega\) in a layer of mass density \(\rho\). The thermal phonon number is \(N=1/(e^x-1)\), with \(x=\omega/kT\). The absorption rate is \(W_0N\) at every energy. The emission rate is \(W_0(N+1)\) for \(E>\omega\) and zero for \(E<\omega\), with \(W_0=mD_0^2/(2\rho\omega)\). These are equations (23) and (24). They came from the long-time growth of the integral \(J(t)\) in (20), where \(E_f=E\pm\omega\) is the final energy.

The absorption rate is the same at every band energy, while emission is absent below \(E=\omega\) and has its full constant rate above it. What remains is to examine the size and sharpness of this step, find which phonon wavevectors take part, and obtain the mobility.
